# Thermal Shift of a Fully Confined Optical Resonance in Silicon

## Problem

An optical cavity is completely filled with silicon and enclosed by perfectly reflecting walls, so that no field exists outside the silicon. One of its resonances lies at the vacuum wavelength $\lambda=1550$ nm. At this wavelength and at the starting temperature the refractive index is $n=3.48$, and it rises with temperature $T$ at the rate

$$b=\frac{dn}{dT}=1.86\times10^{-4}\ \text{K}^{-1}.$$

The dimensions of the cavity are fixed, and the index is taken to be the same at all wavelengths near the resonance.

1. In which direction, and by how many nanometres per kelvin, does the resonance move when the silicon is warmed?
2. How does the answer change if part of the field lies in air?
3. How large are the effects of dispersion and thermal expansion, which the first question leaves out?

The vacuum wavelength of a resonance is defined by its frequency $\nu$ through $\lambda=c/\nu$, where $c$ is the speed of light in vacuum. It is the wavelength that a tunable laser shows when it is in resonance. Inside the silicon the wave has the shorter wavelength $\lambda/n$.

## First estimate by scaling

A standing wave has to fit between the walls. The size of the cavity therefore sets the wavelength inside the material, $\lambda/n$. If the size does not change, $\lambda/n$ should not change either, and $\lambda$ must grow in proportion to $n$:

$$\frac{\Delta\lambda}{\lambda}\approx\frac{\Delta n}{n}.$$

Round numbers are enough for the size of the effect. With $\lambda\approx1500$ nm, $b\approx2\times10^{-4}\ \text{K}^{-1}$ and $n\approx3.5$,

$$\frac{d\lambda}{dT}\approx\frac{1500\ \text{nm}\times2\times10^{-4}\ \text{K}^{-1}}{3.5}\approx0.086\ \text{nm/K}.$$

The shift is towards longer wavelength and amounts to somewhat less than a tenth of a nanometre per kelvin. The argument has assumed that one length and one index describe the whole cavity. The solution below shows when this is justified.

## Exact solution for the filled cavity

### The planar cavity

Let the fields vary in time as $e^{-i\omega t}$, with $\omega=2\pi c/\lambda$. In a uniform, non-magnetic material without free charges or currents, Maxwell's equations give

$$\nabla\times\mathbf E=i\omega\mathbf B,\qquad \nabla\times\mathbf B=-\frac{i\omega n^2}{c^2}\mathbf E.$$

Taking the curl of the first equation and inserting the second gives

$$\nabla\times(\nabla\times\mathbf E)=\frac{n^2\omega^2}{c^2}\mathbf E=\left(\frac{2\pi n}{\lambda}\right)^2\mathbf E. \tag{1}$$

Now let the silicon fill the space between two plane mirrors at $x=0$ and $x=d$, and let the field point along $y$ and depend on $x$ alone. Its divergence is zero, so the double curl reduces to $-E''$, where a prime denotes $d/dx$:

$$E''+\kappa^2E=0,\qquad \kappa=\frac{2\pi n}{\lambda}.$$

A perfect mirror requires the tangential electric field to vanish. The condition $E(0)=0$ selects $E=E_0\sin\kappa x$. The condition $E(d)=0$ then requires $\kappa d=m\pi$ with $m=1,2,3,\dots$, or

$$m\lambda=2nd. \tag{2}$$

For $m=10$ and $\lambda=1550$ nm the length is

$$d=\frac{10\times1550\ \text{nm}}{2\times3.48}=2227.01\ \text{nm}.$$

During warming we follow one resonance. Its number of half-waves $m$ is an integer and cannot change in a continuous process. With $m$ and $d$ constant, the temperature derivative of (2) is

$$m\frac{d\lambda}{dT}=2d\,\frac{dn}{dT}=2d\,b.$$

Dividing the left side by $m\lambda$ and the right side by the equal quantity $2nd$ removes both $m$ and $d$:

$$\boxed{\frac{d\lambda}{dT}=\lambda\,\frac{b}{n}} \tag{3}$$

The relative index change is $b/n=5.3448\times10^{-5}\ \text{K}^{-1}$, and therefore

$$\frac{d\lambda}{dT}=1550\ \text{nm}\times5.3448\times10^{-5}\ \text{K}^{-1}=0.08284\ \text{nm/K}\approx0.083\ \text{nm/K}.$$

The wall condition can also be solved at two temperatures without using the derivative. The resonance lies at 1549.91716 nm when the silicon is 1 K colder and at 1550.08284 nm when it is 1 K warmer. Half the difference is again 0.08284 nm/K.

The sign has a simple meaning. Warming raises the index, so light of a given frequency has a shorter wavelength in the silicon and no longer fits. The frequency must fall until the internal wavelength has regained its old value. From $\nu=c/\lambda$,

$$\frac{d\nu}{dT}=-\frac{c}{\lambda^2}\frac{d\lambda}{dT}=-10.34\ \text{GHz/K}.$$

### Other shapes

Equation (1) also settles the matter for a filled cavity of another shape. The equation and the wall condition contain the material and the wavelength through the single combination $\kappa=2\pi n/\lambda$. The allowed non-zero values of $\kappa$ are thus fixed by the geometry. For a given mode $\kappa$ stays constant, $\lambda=2\pi n/\kappa$ is proportional to $n$, and (3) follows again.

A sphere of radius $R$ gives a case with a different field pattern. Take a field that circles the polar axis, $E_\varphi=f(r)\sin\theta$. The $\varphi$ component of the vector Laplacian is $\nabla^2E_\varphi-E_\varphi/(r^2\sin^2\theta)$. Its angular terms combine to

$$\frac{f}{r^2}\,\frac{\cos^2\theta-\sin^2\theta-1}{\sin\theta}=-\frac{2f}{r^2}\sin\theta.$$

The field has no divergence, so the double curl is minus the Laplacian. With $u=rf$, equation (1) becomes

$$u''=\left(\frac{2}{r^2}-\kappa^2\right)u,\qquad u(R)=0,$$

where the prime now denotes $d/dr$ and $u$ grows as $r^2$ near the centre. The lowest such mode lies at 1550 nm for $R=318.53$ nm. Numerical integration of this equation at temperatures 1 K below and above the start gives a rate of 0.08284 nm/K, the same as for the planar cavity.

## A second case: part of the field in air

Suppose now that the space between the plane mirrors contains silicon and air. Let $\varepsilon(x)$ be the square of the local index and $k=2\pi/\lambda$ the vacuum wave number. The mode obeys

$$E''+k^2\varepsilon E=0,\qquad E=0\ \text{at both mirrors}. \tag{4}$$

After warming, the quantities are $\tilde E$, $\tilde k$ and $\tilde\varepsilon$, with $\tilde E''+\tilde k^2\tilde\varepsilon\tilde E=0$. Multiply this equation by $E$ and integrate from mirror to mirror. Two integrations by parts give

$$\int E\tilde E''\,dx=\big[E\tilde E'-E'\tilde E\big]+\int E''\tilde E\,dx=-k^2\int\varepsilon E\tilde E\,dx.$$

The bracket vanishes because both fields are zero at the mirrors, and the last step uses (4). Hence

$$\int(\tilde k^2\tilde\varepsilon-k^2\varepsilon)E\tilde E\,dx=0.$$

For a small change write $\tilde k=k+\delta k$ and $\tilde\varepsilon=\varepsilon+\delta\varepsilon$. To first order $\tilde E$ may be replaced by $E$, since the bracket in the integrand is already small:

$$2k\,\delta k\int\varepsilon E^2dx+k^2\int\delta\varepsilon\,E^2dx=0.$$

The index of the air is held constant. In the silicon $\varepsilon=n^2$, so $\delta\varepsilon=2n\,\delta n$. Solving for $\delta k/k$ gives

$$\frac{\delta k}{k}=-\frac{\delta n}{n}\,G,\qquad G=\frac{\int_{\text{Si}}n^2E^2dx}{\int\varepsilon E^2dx}.$$

Without dispersion the electric energy density is proportional to $\varepsilon E^2$, so $G$ is the fraction of the electric energy that lies in the silicon. Since $\lambda=2\pi/k$, a small change obeys $\delta\lambda/\lambda=-\delta k/k$, and

$$\frac{d\lambda}{dT}=G\,\lambda\,\frac{b}{n}. \tag{5}$$

This states what "fully confined" must mean for (3) to hold: $G=1$. If some of the energy is in a medium whose index does not respond to temperature, $G<1$ and the resonance moves more slowly.

For a numerical case, place an air gap of width $g=300$ nm, with index 1, on each side of a silicon block of length $s$. In the left gap $E=\sin kx$. In the silicon write $E=A\sin\phi(x)$, with $\phi'=nk$. Both $E$ and $E'$ are continuous at the interface, so their ratio is too. The phase $\phi_0$ just inside the silicon therefore satisfies

$$\frac{\tan\phi_0}{nk}=\frac{\tan kg}{k}\quad\Longrightarrow\quad\tan\phi_0=n\tan kg.$$

Choose the mode with a node at the centre of the block, where $\phi=\pi$. Then

$$\phi_0+\frac{nks}{2}=\pi\quad\Longrightarrow\quad s=\frac{2(\pi-\phi_0)}{nk}=237.73\ \text{nm},$$

with $0<\phi_0<\pi/2$. This length puts the resonance at 1550 nm, as before.

The energy fraction follows from one half of the symmetric structure. The gap contributes

$$W_{\text{air}}=\int_0^g\sin^2kx\,dx=\frac g2-\frac{\sin2kg}{4k}.$$

In the silicon, continuity of $E$ and $E'$ gives $A\sin\phi_0=\sin kg$ and $nA\cos\phi_0=\cos kg$. Squaring and adding yields $A^2=\sin^2kg+\cos^2kg/n^2$. With $dx=d\phi/(nk)$,

$$W_{\text{Si}}=\frac{n^2A^2}{nk}\int_{\phi_0}^{\pi}\sin^2\phi\,d\phi=\frac{nA^2}{k}\left(\frac{\pi-\phi_0}{2}+\frac{\sin2\phi_0}{4}\right).$$

The result is $G=W_{\text{Si}}/(W_{\text{Si}}+W_{\text{air}})=0.8610$. Equation (5) then gives

$$\frac{d\lambda}{dT}=0.8610\times0.08284\ \text{nm/K}=0.07133\ \text{nm/K}.$$

Solving the wall condition at two temperatures also gives 0.07133 nm/K. At the same wavelength, index and thermo-optic coefficient, the air gaps have lowered the rate by about 14 percent relative to the filled cavity. A constant air index suits sealed air of fixed density. Air at constant pressure has $dn/dT$ near $-9\times10^{-7}\ \text{K}^{-1}$, which would lower the rate slightly further, to about 0.0711 nm/K.

## Dispersion and thermal expansion

Return to the filled planar cavity, but let the index depend on wavelength and let the length depend on temperature. The resonance condition is

$$m\lambda=2\,n(\lambda,T)\,d(T).$$

Take the logarithm and differentiate with respect to temperature. The index changes directly with temperature and also because the resonance moves to another wavelength:

$$\frac1\lambda\frac{d\lambda}{dT}=\frac1n\left(b+\frac{\partial n}{\partial\lambda}\frac{d\lambda}{dT}\right)+\alpha,\qquad \alpha=\frac1d\frac{dd}{dT}.$$

Here $b$ is the temperature derivative at fixed wavelength. Multiply by $n\lambda$ and collect the terms in $d\lambda/dT$:

$$\left(n-\lambda\frac{\partial n}{\partial\lambda}\right)\frac{d\lambda}{dT}=\lambda(b+n\alpha).$$

The factor on the left is the group index $n_g$, so

$$\frac{d\lambda}{dT}=\lambda\,\frac{b+n\alpha}{n_g}. \tag{6}$$

Rough values for silicon are $\partial n/\partial\lambda=-7.8\times10^{-5}\ \text{nm}^{-1}$ and $\alpha=2.6\times10^{-6}\ \text{K}^{-1}$. The group index is then

$$n_g=3.48+1550\times7.8\times10^{-5}=3.601.$$

The three corrected rates, with their changes relative to 0.08284 nm/K, are:

- with dispersion but no expansion, 0.0801 nm/K, a change of $-3.4$ percent;
- with expansion but no dispersion, 0.0869 nm/K, a change of $+4.9$ percent;
- with both, 0.0840 nm/K, a change of $+1.3$ percent.

The last digits depend on the rough slope. A slope of $-8.2\times10^{-5}\ \text{nm}^{-1}$, as given by a Sellmeier fit for silicon, leads to $n_g=3.607$ and to changes of $-3.5$ percent (dispersion alone) and $+1.2$ percent (both effects). Dispersion slows the shift because the index falls as the wavelength grows, which undoes part of the thermal increase. Expansion speeds it up because a longer cavity holds a longer wave. The two effects oppose each other and leave a net change of 1.3 percent for these values, but (6) contains no reason why the remainder should be as small in another material. The small net correction therefore does not mean that each effect is negligible at the level of one percent.

The thermo-optic coefficient itself also depends on temperature. If it grows at the rate $q$, a warming by $t$ changes the index by $bt+qt^2/2$. Since $\lambda\propto n$ in the dispersionless filled cavity of fixed size, the shift is

$$\Delta\lambda=\frac{\lambda}{n}\left(bt+\frac{qt^2}{2}\right).$$

With the rough value $q=3\times10^{-7}\ \text{K}^{-2}$ and $t=10$ K, the linear term is 0.828 nm and the second term is 0.0067 nm, or 0.8 percent of the linear one. The ratio of the two terms is $qt/(2b)$, so it grows in proportion to the warming. A constant rate is thus a good description over ten kelvin, but it should not be carried over hundreds of kelvin.

## Comparison of the estimate with the solution

The estimate gave 0.086 nm/K and the solution of the stated problem gives 0.083 nm/K. The estimate is between 3 and 4 percent too high, and the whole difference comes from rounding the inputs. The largest contribution is the thermo-optic coefficient, which was rounded up by 7.5 percent; the wavelength, rounded down by about 3 percent, offsets part of this. The scaling law itself is the same as (3), because a uniformly filled cavity with perfect walls has a single index, and that index enters together with the wavelength as $n/\lambda$.

The cavity with air gaps shows where the scaling argument ends. It has two indices and two lengths. Dimensional reasoning then gives $\lambda=s\,F(n,g/s)$ with an unknown function $F$, and nothing requires $F$ to be proportional to $n$. Using (3) there would give 0.08284 nm/K in place of 0.07133 nm/K, an overestimate of about 16 percent relative to the correct value for that structure. The missing information is how the electric energy is shared between silicon and air. It can be found from the field, as the fraction $G$, or implicitly by solving the full resonance condition at two temperatures.

## The model beside a silicon device

The index, thermo-optic coefficient and wavelength used here are typical of silicon photonic resonators near room temperature. The perfect mirrors are not: such devices usually hold light by total internal reflection or by a periodic structure, and some of the field extends into the surrounding glass or air. Full confinement is therefore an assumption that has to be checked for each device. In the air-gap model its failure lowers the rate by 14 percent, but that figure belongs to the chosen geometry and mode (the modes of next longer and next shorter wavelength in the same structure have $G=0.95$ and $0.73$), and a device needs its own field calculation. A surrounding material whose index also changes with temperature adds its own contribution, which may have either sign. The expansion correction assumes that the silicon expands freely, whereas a thin film attached to a substrate is constrained by it.

Whether such a shift matters depends on the width of the resonance. A closed cavity without loss has no linewidth, so let weak loss give it a quality factor $Q=20000$, chosen for illustration. The linewidth is

$$\frac{\lambda}{Q}=\frac{1550\ \text{nm}}{20000}=0.0775\ \text{nm}.$$

Setting the thermal shift $\lambda bt/n$ equal to $\lambda/Q$ gives the warming

$$t=\frac{n}{Qb}=\frac{3.48}{20000\times1.86\times10^{-4}\ \text{K}^{-1}}=0.935\ \text{K}.$$

The wavelength has cancelled. With this quality factor, a warming of about one kelvin moves a fully confined resonance by its own width, so a laser of fixed wavelength that was tuned to the centre of the line now sits one full linewidth from it. For a Lorentzian line the stored energy has then fallen to $1/(1+2^2)=1/5$ of its peak value. A ten times larger $Q$ would reduce the required warming ten times. The main results are collected in the numerical output.

## Table of computed values

```
Vacuum wavelength: 1550 nm
Silicon index: 3.48
Thermo-optic coefficient: 1.86e-04 1/K
Relative index change: 5.3448e-05 1/K
Planar cavity order: 10
Planar cavity length: 2227.01 nm
Resonance 1 K colder: 1549.91716 nm
Resonance 1 K warmer: 1550.08284 nm
Shift rate, solved resonances: 0.08284 nm/K
Shift rate, formula: 0.08284 nm/K
Shift rate, rounded: 0.083 nm/K
Frequency shift rate: -10.34 GHz/K
Sphere radius: 318.53 nm
Sphere shift rate: 0.08284 nm/K
Air gap on each side: 300 nm
Silicon block length with gaps: 237.73 nm
Electric-energy fraction in silicon: 0.8610
Shift rate with gaps, solved: 0.07133 nm/K
Shift rate with gaps, formula: 0.07133 nm/K
Rough index slope: -7.8e-05 1/nm
Group index: 3.601
Rough linear expansion: 2.6e-06 1/K
Shift rate with dispersion only: 0.08006 nm/K
Shift rate with expansion only: 0.08687 nm/K
Shift rate with both: 0.08396 nm/K
Change from dispersion: -3.4 percent
Change from expansion: 4.9 percent
Change from both: 1.3 percent
Rough growth of thermo-optic coefficient: 3e-07 1/K^2
Finite warming: 10 K
Linear shift for this warming: 0.828 nm
Extra shift from coefficient growth: 0.0067 nm
Extra shift relative to linear: 0.8 percent
Quality factor: 20000
Linewidth: 0.0775 nm
Warming for one linewidth: 0.935 K
```
